**Thinned Poisson sampling of photon absorptions under a sinusoidal image**

Uniform Poisson candidates kept with probability $[1+m\cos(2\pi x/p)]/(1+m)$ form a Poisson process of intensity $n_0[1+m\cos(2\pi x/p)]$, where $p$ is the pitch, $m$ the modulation and $n_0$ the period-averaged absorbed photon density. The program asserts that the joint law of two cells, summed explicitly over the candidate number, equals the product of two Poisson laws; the largest difference is about $10^{-14}$. It then samples an EUV example 20000 times and asserts that cell means, variances, pair correlations and a joint histogram agree with independent Poisson counts. Two controls are asserted to go wrong as predicted: a fixed candidate number correlates the cells, and an envelope that is too low clips the bright ones. A bright cell of 4 nm × 2 nm absorbs 50.9 photons on average and falls below the image-average count with probability $6.2\times10^{-4}$. The program also tests the formulas for electron blur, acid yield, dose fluctuation and thermal light, and sizes these effects with rough typical values.

## Numerical check

```python
# Result under test: keep each point of a uniform Poisson process with
# probability (1 + m cos(2 pi x/p))/(1 + m). The kept points are a Poisson
# process of intensity n0 (1 + m cos(2 pi x/p)); counts in disjoint cells are
# independent Poisson variables whose means are the integrated intensity.
# p: pitch, m: modulation, n0: period-averaged absorbed photons per nm^2.
# Lengths are in nm. Resist and source parameters are rough typical values.
import numpy as np
from scipy import constants, integrate, special, stats

rng = np.random.default_rng(20417)
wavelength, pitch, modulation, aperture = 13.5, 32.0, 0.8, 0.33
dose, thickness, absorption = 30.0, 40.0, 0.005   # mJ/cm2, nm, 1/nm
window_y, columns, rows, runs = 4.0, 8, 2, 20000
cells = columns * rows
cell_x, cell_y = pitch / columns, window_y / rows

# Photon budget and the condition for a purely sinusoidal two-beam image
photon_joule = constants.h * constants.c / (wavelength * 1e-9)
incident = dose * 1e-17 / photon_joule            # 1 mJ/cm2 = 1e-17 J/nm2
absorbed_fraction = 1 - np.exp(-absorption * thickness)
depth_integral = integrate.quad(
    lambda z: absorption * np.exp(-absorption * z), 0, thickness)[0]
assert abs(depth_integral - absorbed_fraction) < 1e-12
n0 = incident * absorbed_fraction
beam_sine = wavelength / (2 * pitch)
assert beam_sine < aperture < 3 * beam_sine


def image(x):
    return 1 + modulation * np.cos(2 * np.pi * x / pitch)


# Cell means: closed form against quadrature of the intensity
edges = np.linspace(-pitch / 2, pitch / 2, columns + 1)
primitive = edges + modulation * pitch / (2 * np.pi) * np.sin(
    2 * np.pi * edges / pitch)
column_means = n0 * cell_y * np.diff(primitive)
image_integrals = np.array([integrate.quad(image, a, b)[0]
                            for a, b in zip(edges[:-1], edges[1:])])
assert np.allclose(column_means, n0 * cell_y * image_integrals, rtol=1e-10)
means = np.tile(column_means, rows)
bright, dark = columns // 2, 0
envelope = 1 + modulation
candidate_mean = n0 * envelope * pitch * window_y

# Exact joint law of two cells: explicit sum over the candidate number
q = image_integrals / (envelope * pitch) * cell_y / window_y
q1, q2 = q[bright], q[dark]
spread = 12 * np.sqrt(candidate_mean)
total = np.arange(int(candidate_mean - spread),
                  int(candidate_mean + spread))[:, None, None]
k1 = np.arange(101)[None, :, None]
k2 = np.arange(31)[None, None, :]
rest = total - k1 - k2
log_joint = (stats.poisson.logpmf(total, candidate_mean)
             + special.gammaln(total + 1) - special.gammaln(k1 + 1)
             - special.gammaln(k2 + 1) - special.gammaln(rest + 1)
             + k1 * np.log(q1) + k2 * np.log(q2)
             + rest * np.log(1 - q1 - q2))
joint = np.exp(log_joint).sum(axis=0)
product = (stats.poisson.pmf(k1[0], means[bright])
           * stats.poisson.pmf(k2[0], means[dark]))
joint_error = np.max(np.abs(joint - product))
assert joint_error < 1e-10


def thin(candidate_numbers, ceiling):
    """Accepted counts, one row per run and one column per cell."""
    result = []
    for block in np.array_split(candidate_numbers,
                                max(1, len(candidate_numbers) // 1000)):
        run = np.repeat(np.arange(len(block)), block)
        u, v = rng.random(run.size), rng.random(run.size)
        keep = rng.random(run.size) * ceiling < image(pitch * (u - 0.5))
        column = (u * columns).astype(int)
        row = (v * rows).astype(int)
        index = (run * rows + row) * columns + column
        result.append(np.bincount(index[keep], minlength=len(block) * cells)
                      .reshape(len(block), cells))
    return np.vstack(result)


def correlation_test(counts):
    """Sum of squared correlations; nearly chi-square if independent."""
    pairs = np.corrcoef(counts.T)[np.triu_indices(cells, 1)]
    statistic = len(counts) * np.sum(pairs ** 2)
    return statistic, stats.chi2.sf(statistic, pairs.size)


# Sampled counts. The seed is fixed; limits are p > 1e-4 or 5 sigma.
candidates = rng.poisson(candidate_mean, runs)
counts = thin(candidates, envelope)
sample_means = counts.mean(axis=0)
dispersion = counts.var(axis=0, ddof=1) / sample_means
mean_stat = runs * np.sum((sample_means - means) ** 2 / means)
mean_p = stats.chi2.sf(mean_stat, cells)
assert mean_p > 1e-4
assert np.all(np.abs(dispersion - 1) < 5 * np.sqrt((2 + 1 / means) / runs))
corr_stat, corr_p = correlation_test(counts)
assert corr_p > 1e-4
accepted = counts.sum(axis=1)
acceptance = accepted.sum() / candidates.sum()
acceptance_sigma = np.sqrt(modulation / envelope ** 2 / candidates.sum())
assert abs(acceptance - 1 / envelope) < 5 * acceptance_sigma
reject_corr = np.corrcoef(accepted, candidates - accepted)[0, 1]
assert abs(reject_corr) < 5 / np.sqrt(runs)
total_ratio = accepted.var(ddof=1) / accepted.mean()
assert abs(total_ratio - 1) < 5 * np.sqrt(2 / runs)

# Joint histogram of a bright and a dark cell against the product law
groups, weights = [], []
for cell in (bright, dark):
    cuts = stats.poisson.ppf([0.2, 0.4, 0.6, 0.8], means[cell])
    groups.append(np.searchsorted(cuts, counts[:, cell], side="left"))
    weights.append(np.diff(np.concatenate(
        ([0], stats.poisson.cdf(cuts, means[cell]), [1]))))
observed = np.bincount(groups[0] * 5 + groups[1], minlength=25)
expected = runs * np.outer(*weights).ravel()
hist_stat = np.sum((observed - expected) ** 2 / expected)
hist_p = stats.chi2.sf(hist_stat, 24)
assert hist_p > 1e-4

# Control 1: a fixed candidate number must fail the independence test
fixed_number = int(round(candidate_mean))
fixed = thin(np.full(runs, fixed_number), envelope)
fixed_stat, fixed_p = correlation_test(fixed)
assert fixed_p < 1e-10
fixed_total = fixed.sum(axis=1)
fixed_ratio = fixed_total.var(ddof=1) / fixed_total.mean()
fixed_theory = modulation / envelope
assert abs(fixed_ratio / fixed_theory - 1) < 5 * np.sqrt(2 / runs)
upper = np.triu_indices(cells, 1)
fixed_cov = np.cov(fixed.T)[upper].mean()
q_all = np.tile(q, rows)
cov_theory = -fixed_number * np.outer(q_all, q_all)[upper].mean()
assert abs(fixed_cov - cov_theory) < 0.06         # about five sigma

# Control 2: an envelope that is too low clips the bright cells
flat_mean = n0 * cell_x * cell_y
clipped = thin(rng.poisson(n0 * pitch * window_y, 2000), 1.0)
clipped_mean = clipped[:, bright].mean()
assert abs(clipped_mean - flat_mean) < 5 * np.sqrt(flat_mean / 2000)
assert means[bright] - clipped_mean > 10

# Count failures: a bright cell below, a dark cell above, the average count
limit = int(np.ceil(flat_mean)) - 1
bright_fail = stats.poisson.cdf(limit, means[bright])
dark_fail = stats.poisson.sf(limit, means[dark])
double_limit = int(np.ceil(2 * flat_mean)) - 1
double_fail = stats.poisson.cdf(double_limit, 2 * means[bright])
bright_cells = [r * columns + c for r in range(rows)
                for c in (bright - 1, bright)]
fail_seen = int(np.sum(counts[:, bright_cells] <= limit))
fail_expected = runs * len(bright_cells) * bright_fail
assert abs(fail_seen - fail_expected) < 5 * np.sqrt(fail_expected)

# Neglected effects
blur, acid_yield, dose_sigma = 3.0, 3.0, 0.005
atom_density, pulse_seconds, bandwidth = 80.0, 50e-9, 0.02
blur_factor = np.exp(-2 * np.pi ** 2 * blur ** 2 / pitch ** 2)
blur_numeric = integrate.quad(
    lambda s: stats.norm.pdf(s, scale=blur) * np.cos(2 * np.pi * s / pitch),
    -10 * blur, 10 * blur)[0]
assert abs(blur_numeric - blur_factor) < 1e-8
acids = rng.poisson(acid_yield * counts[:, bright])
acid_ratio = acids.var(ddof=1) / acids.mean()
assert abs(acid_ratio / (1 + acid_yield) - 1) < 0.06   # about five sigma
mu = means[bright]
k = np.arange(1500)


def pmf_variance(pmf):
    n = np.arange(len(pmf))
    return np.sum(n ** 2 * pmf) - np.sum(n * pmf) ** 2


mixed = 0.5 * (stats.poisson.pmf(k, 0.8 * mu) + stats.poisson.pmf(k, 1.2 * mu))
assert abs(pmf_variance(mixed) - (mu + 0.2 ** 2 * mu ** 2)) < 1e-6
mode_mean = mu / 3
one_mode = (mode_mean / (1 + mode_mean)) ** k / (1 + mode_mean)
three_modes = np.convolve(np.convolve(one_mode, one_mode), one_mode)
assert abs(pmf_variance(three_modes) - (mu + mu ** 2 / 3)) < 1e-6
coherence_seconds = wavelength * 1e-9 / (bandwidth * constants.c)
thermal_modes = pulse_seconds / coherence_seconds
depletion = incident * absorption * envelope / atom_density

print(f"Wavelength {wavelength} nm, pitch {pitch} nm, modulation {modulation}")
print(f"Dose {dose} mJ/cm2, film {thickness} nm, absorption "
      f"{absorption * 1000:.1f} per um")
print(f"Beam sine {beam_sine:.3f}, next order {3 * beam_sine:.3f}, "
      f"aperture {aperture}")
print(f"Photon energy: {photon_joule / constants.e:.2f} eV")
print(f"Incident photons: {incident:.2f} per nm2")
print(f"Absorbed fraction: {absorbed_fraction:.4f}")
print(f"Mean absorbed density n0: {n0:.3f} per nm2")
print(f"Window {pitch} nm x {window_y} nm, {cells} cells of "
      f"{cell_x} nm x {cell_y} nm")
print(f"Mean candidates per run: {candidate_mean:.1f}")
print(f"Mean accepted per run, theory: {means.sum():.1f}")
print(f"First run: {candidates[0]} candidates, {accepted[0]} accepted")
print("First run, lower row of cells, counts:",
      " ".join(str(c) for c in counts[0, :columns]))
print(f"Number of runs: {runs}")
print("Lower row, x range (nm): target mean, sample mean, variance/mean")
for c in range(columns):
    print(f"  {edges[c]:.0f} to {edges[c + 1]:.0f}: {means[c]:.3f}, "
          f"{sample_means[c]:.3f}, {dispersion[c]:.3f}")
print(f"Acceptance: sampled {acceptance:.5f}, theory {1 / envelope:.5f}")
print(f"Exact joint law minus product law, largest: {joint_error:.1e}")
print(f"Means: chi-square {mean_stat:.1f} for {cells} dof, p = {mean_p:.3f}")
print(f"Correlations: statistic {corr_stat:.1f} for {upper[0].size} dof, "
      f"p = {corr_p:.3f}")
print(f"Joint histogram: chi-square {hist_stat:.1f} for 24 dof, "
      f"p = {hist_p:.3f}")
print(f"Correlation of accepted and rejected totals: {reject_corr:.4f}")
print(f"Accepted total, variance/mean: {total_ratio:.3f}")
print(f"Fixed N = {fixed_number}: correlation statistic {fixed_stat:.0f}, "
      f"p = {fixed_p:.1e}")
print(f"Fixed N: total variance/mean {fixed_ratio:.3f}, "
      f"theory {fixed_theory:.3f}")
print(f"Fixed N: mean pair covariance {fixed_cov:.3f}, "
      f"theory {cov_theory:.3f}")
print(f"Low envelope n0: bright-cell mean {clipped_mean:.2f}, "
      f"clipped theory {flat_mean:.2f}")
print(f"Image-average count per cell: {flat_mean:.2f}")
print(f"Bright-cell relative shot noise: {100 / np.sqrt(mu):.1f} %")
print(f"P(bright cell count <= {limit}): {bright_fail:.2e}")
print(f"Such bright cells: seen {fail_seen}, expected {fail_expected:.1f}, "
      f"of {runs * len(bright_cells)}")
print(f"P(dark cell count > {limit}): {dark_fail:.2e}")
print(f"Doubled dose, P(bright count <= {double_limit}): {double_fail:.2e}")
print(f"Depth: bottom/top absorption {np.exp(-absorption * thickness):.3f}")
print(f"Blur {blur} nm (rough): modulation factor {blur_factor:.3f}, "
      f"modulation {modulation * blur_factor:.3f}")
print(f"Acid yield {acid_yield} (rough): variance/mean sampled "
      f"{acid_ratio:.2f}, theory {1 + acid_yield:.2f}")
print(f"Dose sigma {100 * dose_sigma:.1f} % (rough): bright-cell excess "
      f"variance/mean {mu * dose_sigma ** 2:.1e}")
print(f"Mean count where dose noise equals shot noise: "
      f"{1 / dose_sigma ** 2:.0f}")
print(f"Rough pulse {pulse_seconds * 1e9:.0f} ns, bandwidth "
      f"{100 * bandwidth:.0f} %: {thermal_modes:.1e} temporal modes")
print(f"Thermal bunching, bright-cell excess variance/mean: "
      f"{mu / thermal_modes:.1e}")
print(f"Atoms {atom_density:.0f} per nm3 (rough): largest fraction that "
      f"absorbs {100 * depletion:.2f} %")
print("all tests passed")
```

It prints:

```
Wavelength 13.5 nm, pitch 32.0 nm, modulation 0.8
Dose 30.0 mJ/cm2, film 40.0 nm, absorption 5.0 per um
Beam sine 0.211, next order 0.633, aperture 0.33
Photon energy: 91.84 eV
Incident photons: 20.39 per nm2
Absorbed fraction: 0.1813
Mean absorbed density n0: 3.696 per nm2
Window 32.0 nm x 4.0 nm, 16 cells of 4.0 nm x 2.0 nm
Mean candidates per run: 851.5
Mean accepted per run, theory: 473.1
First run: 845 candidates, 464 accepted
First run, lower row of cells, counts: 4 22 32 59 51 44 15 8
Number of runs: 20000
Lower row, x range (nm): target mean, sample mean, variance/mean
  -16 to -12: 8.271, 8.234, 1.013
  -12 to -8: 20.745, 20.747, 0.996
  -8 to -4: 38.387, 38.383, 0.999
  -4 to 0: 50.861, 50.805, 1.009
  0 to 4: 50.861, 50.813, 1.013
  4 to 8: 38.387, 38.384, 1.000
  8 to 12: 20.745, 20.717, 0.983
  12 to 16: 8.271, 8.273, 1.012
Acceptance: sampled 0.55536, theory 0.55556
Exact joint law minus product law, largest: 9.3e-15
Means: chi-square 13.2 for 16 dof, p = 0.657
Correlations: statistic 130.8 for 120 dof, p = 0.235
Joint histogram: chi-square 25.2 for 24 dof, p = 0.395
Correlation of accepted and rejected totals: -0.0027
Accepted total, variance/mean: 0.995
Fixed N = 852: correlation statistic 3270, p = 0.0e+00
Fixed N: total variance/mean 0.445, theory 0.444
Fixed N: mean pair covariance -1.012, theory -1.006
Low envelope n0: bright-cell mean 29.68, clipped theory 29.57
Image-average count per cell: 29.57
Bright-cell relative shot noise: 14.0 %
P(bright cell count <= 29): 6.24e-04
Such bright cells: seen 46, expected 49.9, of 80000
P(dark cell count > 29): 4.41e-09
Doubled dose, P(bright count <= 59): 3.04e-06
Depth: bottom/top absorption 0.819
Blur 3.0 nm (rough): modulation factor 0.841, modulation 0.673
Acid yield 3.0 (rough): variance/mean sampled 4.05, theory 4.00
Dose sigma 0.5 % (rough): bright-cell excess variance/mean 1.3e-03
Mean count where dose noise equals shot noise: 40000
Rough pulse 50 ns, bandwidth 2 %: 2.2e+07 temporal modes
Thermal bunching, bright-cell excess variance/mean: 2.3e-06
Atoms 80 per nm3 (rough): largest fraction that absorbs 0.23 %
all tests passed
```
